# Why an atomic junction starts heating above one vibrational quantum: a program that tests the result

```python
"""Onset of vibrational heating in a one-channel atomic junction.

Result under test (zero temperature, vibration initially in its ground state):
    emission rate = (4/pi) (alpha*ell/t)^2 T^2 (eV - w) / hbar   for eV > w,
    and zero for eV < w, to lowest order in the coupling.
Symbols: w vibrational quantum (eV), eV bias energy, t hopping (eV),
alpha change of hopping per displacement (eV/angstrom), ell zero-point
length (angstrom), T electron transmission, kappa phonon leakage width (eV).
The chain has hopping -t; the vibrating atom is the middle of three sites.
Both spins are counted. Numerical energies are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

hbar = const.hbar / const.e                     # eV s
k_boltz = const.k / const.e                     # eV / K

# Rough inputs in the regime of a single-atom palladium contact
mass_u = 106.42
quantum = 0.020
bias = 0.050
hopping = 1.0
alpha = 1.0
transmission = 0.8
leak = 0.001
bath_kelvin = 4.2

mass = mass_u * const.atomic_mass
ell = np.sqrt(const.hbar**2 / (2 * mass * quantum * const.e)) * 1e10
coupling = alpha * ell / hopping
slope = 4 / np.pi * coupling**2

force = alpha * np.array([[0, 1, 0], [1, 0, -1], [0, -1, 0]], float)


def site_energy(trans):
    """Energy of the middle site giving this transmission at band centre."""
    return 2 * hopping * np.sqrt(1 / trans - 1)


def electron_matrix(trans):
    h = -hopping * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], float)
    h[1, 1] = site_energy(trans)
    return h


def lead_self_energy(energy):
    """Retarded self-energy of a semi-infinite chain, inside the band."""
    cosine = -energy / (2 * hopping)
    return -hopping * (cosine + 1j * np.sqrt(1 - cosine**2))


def spectral_parts(energy, trans):
    """Spectral matrices of states fed by the left and right leads."""
    sigma = lead_self_energy(energy)
    inverse = energy * np.eye(3) - electron_matrix(trans)
    inverse = inverse - np.diag([sigma, 0, sigma])
    green = np.linalg.inv(inverse)
    gamma = -2 * sigma.imag
    return [gamma * np.outer(green[:, s], green[:, s].conj()) for s in (0, 2)]


def pair_strength(e_start, e_end, start, end, trans):
    a_start = spectral_parts(e_start, trans)[start]
    a_end = spectral_parts(e_end, trans)[end]
    return ell**2 * np.trace(force @ a_start @ force @ a_end).real


nodes, weights = np.polynomial.legendre.leggauss(6)


def numeric_rate(energy_loss, bias_energy, trans):
    """Zero-temperature rate (1/s) summed over all pairs of leads."""
    mu = [bias_energy / 2, -bias_energy / 2]
    total = 0.0
    for start in (0, 1):
        for end in (0, 1):
            low, high = mu[end] + energy_loss, mu[start]
            if high <= low:
                continue
            half = (high - low) / 2
            for x, weight in zip(nodes, weights):
                e = (high + low) / 2 + half * x
                total += half * weight * pair_strength(
                    e, e - energy_loss, start, end, trans)
    return 2 * total / (2 * np.pi * hbar)


def formula_rate(bias_energy, trans):
    return slope * trans**2 * max(bias_energy - quantum, 0) / hbar


# Matrix elements for several transmissions, against Green functions
for trans in (1.0, 0.8, 0.5, 0.2):
    cross = pair_strength(quantum / 2, -quantum / 2, 0, 1, trans)
    same = pair_strength(quantum / 2, -quantum / 2, 0, 0, trans)
    assert abs(cross / (4 * coupling**2) - trans**2) < 1e-3
    assert abs(same / (4 * coupling**2) - trans * (1 - trans)) < 1e-3

# Rates over the whole bias range
bias_table = [0.010, 0.020, 0.030, 0.040, 0.050]
rate_table = [numeric_rate(quantum, b, transmission) for b in bias_table]
for b, r in zip(bias_table, rate_table):
    assert abs(r - formula_rate(b, transmission)) < 2e-3 * rate_table[-1]


# Growth in time on a ring, with explicit filled and empty states (t=hbar=1)
def ring_growth(ring_quantum):
    """Mean growth rate divided by coupling squared, and bias energy."""
    size, shift = 2000, 40
    j = np.arange(-size // 2 + 1, size // 2 + 1)
    k = 2 * np.pi * j / size
    energy = -2 * np.cos(k)
    top_right = size // 4 + shift               # last filled right-mover
    top_left = size // 4 - shift - 1            # last filled left-mover
    filled = np.where(j > 0, j <= top_right, -j <= top_left)
    mu_l = -2 * np.cos(2 * np.pi * (top_right + 0.5) / size)
    mu_r = -2 * np.cos(2 * np.pi * (top_left + 0.5) / size)
    ki, kf = k[filled][:, None], k[~filled][None, :]
    element2 = (2 * (np.sin(kf) - np.sin(ki)) / size)**2
    detuning = energy[~filled][None, :] - energy[filled][:, None]
    detuning = detuning + ring_quantum
    prob = []
    for time in (100.0, 300.0):
        kernel = (time * np.sinc(detuning * time / (2 * np.pi)))**2
        prob.append(2 * np.sum(element2 * kernel))
    return (prob[1] - prob[0]) / 200.0, mu_l - mu_r


growth_above, ring_bias = ring_growth(0.2)
growth_below, _ = ring_growth(0.8)
ring_ratio = growth_above / (4 / np.pi * (ring_bias - 0.2))
# Finite time leaves small oscillating terms, hence tolerances of percents
assert abs(ring_ratio - 1) < 0.03
assert abs(growth_below / growth_above) < 0.02


# One electron and a quantized vibration, solved without perturbation theory
def channel_probabilities(scale, trans, levels=5):
    """Outgoing probability for each final number of quanta."""
    energy = quantum / 2
    lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
    h = np.kron(np.eye(levels), electron_matrix(trans)).astype(complex)
    h += scale * ell * np.kron(lower + lower.T, force)
    gammas = []
    for n in range(levels):
        sigma = lead_self_energy(energy - n * quantum)
        gammas.append(-2 * sigma.imag)
        for s in range(3):
            h[3 * n + s, 3 * n + s] += n * quantum
        h[3 * n, 3 * n] += sigma
        h[3 * n + 2, 3 * n + 2] += sigma
    green = np.linalg.inv(energy * np.eye(3 * levels) - h)
    result = []
    for n in range(levels):
        left = 1j * np.sqrt(gammas[n] * gammas[0]) * green[3 * n, 0]
        if n == 0:
            left -= 1
        right = 1j * np.sqrt(gammas[n] * gammas[0]) * green[3 * n + 2, 0]
        result.append(abs(left)**2 + abs(right)**2)
    return np.array(result)


for trans in (1.0, 0.8, 0.4):
    weak = channel_probabilities(0.1, trans)
    assert abs(weak.sum() - 1) < 1e-10
    assert abs(weak[1] / (4 * (0.1 * coupling)**2 * trans) - 1) < 2e-3
full = channel_probabilities(1.0, transmission)
golden_probability = 4 * coupling**2 * transmission


# Steady population from a birth-death master equation
def steady_population(trans, leak_width, levels=80):
    up = numeric_rate(quantum, bias, trans) * hbar
    down = numeric_rate(-quantum, bias, trans) * hbar + leak_width
    generator = np.zeros((levels, levels))
    for n in range(levels - 1):
        generator[n + 1, n] += (n + 1) * up
        generator[n, n] -= (n + 1) * up
        generator[n, n + 1] += (n + 1) * down
        generator[n + 1, n + 1] -= (n + 1) * down
    generator /= down
    generator[0, :] = 1
    target = np.zeros(levels)
    target[0] = 1
    return np.arange(levels) @ np.linalg.solve(generator, target)


def formula_population(trans, leak_width, channels=1):
    g = channels * slope
    return g * trans**2 * (bias - quantum) / (2 * g * trans * quantum
                                             + leak_width)


for trans in (1.0, 0.8, 0.5):
    for width in (0.0, leak):
        numeric = steady_population(trans, width)
        assert abs(numeric / formula_population(trans, width) - 1) < 3e-3
n_closed = steady_population(transmission, 0.0)
n_leaky = steady_population(transmission, leak)
n_two_channels = formula_population(transmission, leak, channels=2)


def effective_kelvin(population):
    return quantum / (k_boltz * np.log(1 + 1 / population))


# Thermal rounding: window integral with Fermi functions
for d in (-5.0, 1e-6, 3.0):
    integral = quad(lambda x: expit(-x) * expit(x - d), -60, 60,
                    points=[min(0, d), max(0, d)], limit=200)[0]
    assert abs(integral - d / np.expm1(d)) < 1e-6
thermal_window = k_boltz * bath_kelvin

# Lifetime rounding at threshold: Lorentzian distribution of the quantum
lifetime_window = leak / (4 * np.pi) * np.log(1 + 4 * quantum**2 / leak**2)
integral = quad(lambda x: x * (leak / (2 * np.pi)) / (x**2 + leak**2 / 4),
                0, quantum, points=[leak], limit=200)[0]
assert abs(integral / lifetime_window - 1) < 1e-6

emission = formula_rate(bias, transmission)
power = quantum * emission
electron_flow = 2 * transmission * bias / (2 * np.pi * hbar)
joule_power = electron_flow * bias
window = bias - quantum

print("INPUTS (rough, Pd-contact regime)")
print(f"atomic mass                    {mass_u:.2f} u")
print(f"vibrational quantum            {quantum:.3f} eV")
print(f"bias                           {bias:.3f} V")
print(f"hopping t                      {hopping:.1f} eV")
print(f"alpha                          {alpha:.1f} eV/angstrom")
print(f"transmission T                 {transmission:.2f}")
print(f"phonon leakage width           {leak:.4f} eV")
print(f"bath temperature               {bath_kelvin:.1f} K")
print("ONSET")
print(f"zero-point length ell          {ell:.4f} angstrom")
print(f"alpha*ell/t                    {coupling:.4f}")
print(f"g = (4/pi)(alpha*ell/t)^2      {slope:.3e}")
print(f"open energy window             {window:.3f} eV")
for b, r in zip(bias_table, rate_table):
    print(f"numeric rate at {b:.3f} V        {r:.3e} 1/s")
print(f"formula rate at {bias:.3f} V        {emission:.3e} 1/s")
print(f"initial heating power          {power:.3e} eV/s")
print(f"initial heating power          {power * const.e * 1e12:.1f} pW")
print(f"electron flow                  {electron_flow:.3e} 1/s")
print(f"emissions per electron         {emission / electron_flow:.3e}")
print(f"Joule power                    {joule_power:.3e} eV/s")
print(f"heating/Joule power            {power / joule_power:.3e}")
print("STEADY STATE")
print(f"N without leakage              {n_closed:.3f}")
print(f"effective temperature          {effective_kelvin(n_closed):.0f} K")
print(f"N with leakage                 {n_leaky:.4f}")
print(f"effective temperature          {effective_kelvin(n_leaky):.0f} K")
damping = 2 * slope * transmission * quantum
print(f"electronic damping width       {damping:.2e} eV")
print("TIME GROWTH ON RING (t = hbar = 1)")
print(f"ring bias energy               {ring_bias:.3f} t")
print(f"growth/formula, quantum 0.2 t  {ring_ratio:.4f}")
print(f"growth 0.8 t / growth 0.2 t    {growth_below / growth_above:.1e}")
print("NEGLECTED EFFECTS")
print(f"thermal window at threshold    {thermal_window:.2e} eV")
print(f"  relative to open window      {thermal_window / window:.3f}")
print(f"lifetime window at threshold   {lifetime_window:.2e} eV")
print(f"  relative to open window      {lifetime_window / window:.3f}")
print(f"one-electron golden prob.      {golden_probability:.4e}")
print(f"coupled-channel prob.          {full[1]:.4e}")
print(f"two-quantum/one-quantum prob.  {full[2] / full[1]:.2e}")
print(f"band-curvature rate change     {rate_table[-1] / emission - 1:.1e}")
print(f"N, two equal channels, leaky   {n_two_channels:.4f}")
print("checks complete")
```

Printed output:

```
INPUTS (rough, Pd-contact regime)
atomic mass                    106.42 u
vibrational quantum            0.020 eV
bias                           0.050 V
hopping t                      1.0 eV
alpha                          1.0 eV/angstrom
transmission T                 0.80
phonon leakage width           0.0010 eV
bath temperature               4.2 K
ONSET
zero-point length ell          0.0313 angstrom
alpha*ell/t                    0.0313
g = (4/pi)(alpha*ell/t)^2      1.250e-03
open energy window             0.030 eV
numeric rate at 0.010 V        0.000e+00 1/s
numeric rate at 0.020 V        0.000e+00 1/s
numeric rate at 0.030 V        1.216e+10 1/s
numeric rate at 0.040 V        2.431e+10 1/s
numeric rate at 0.050 V        3.647e+10 1/s
formula rate at 0.050 V        3.647e+10 1/s
initial heating power          7.294e+08 eV/s
initial heating power          116.9 pW
electron flow                  1.934e+13 1/s
emissions per electron         1.885e-03
Joule power                    9.672e+11 eV/s
heating/Joule power            7.542e-04
STEADY STATE
N without leakage              0.600
effective temperature          237 K
N with leakage                 0.0231
effective temperature          61 K
electronic damping width       4.00e-05 eV
TIME GROWTH ON RING (t = hbar = 1)
ring bias energy               0.508 t
growth/formula, quantum 0.2 t  1.0000
growth 0.8 t / growth 0.2 t    3.8e-06
NEGLECTED EFFECTS
thermal window at threshold    3.62e-04 eV
  relative to open window      0.012
lifetime window at threshold   5.87e-04 eV
  relative to open window      0.020
one-electron golden prob.      3.1424e-03
coupled-channel prob.          3.1277e-03
two-quantum/one-quantum prob.  1.76e-03
band-curvature rate change     -1.8e-05
N, two equal channels, leaky   0.0445
checks complete
```
